# How long must a Johnson-noise thermometer average for 0.1 percent uncertainty?

**Question.** A small resistor on a chip serves as a thermometer: its temperature is found from the voltage noise that it produces without any applied current. The noise is observed in a band 1 MHz wide, and the amplifier adds negligible noise. How long must one average to determine the absolute temperature with a relative uncertainty of 0.1 percent, and how does this time scale?

**Answer.** About one second, if "uncertainty" means one standard deviation and the band is rectangular. The time grows as the inverse square of the uncertainty asked for and falls as the inverse of the bandwidth. The reason is that a noise voltage has to be sampled many times before its mean square is known, and a band of width \(B\) supplies only about \(2B\) independent values per second.

### From temperature to noise power

Let \(S\) be the one-sided spectral density of the open-circuit noise voltage, so that \(\langle V^2\rangle=\int_0^\infty S\,df\). Connect a capacitance \(C\) across the resistor \(R\). The noise source, in series with \(R\), drives a voltage divider, and the capacitor voltage is the source voltage divided by \(1+2\pi i fRC\). Take \(S\) to be independent of frequency, which requires \(hf\ll kT\). With \(x=2\pi fRC\),

\[
\langle V_C^2\rangle=\int_0^\infty\frac{S\,df}{1+(2\pi fRC)^2}
=\frac{S}{2\pi RC}\int_0^\infty\frac{dx}{1+x^2}
=\frac{S}{2\pi RC}\,\frac{\pi}{2}=\frac{S}{4RC}.
\]

In thermal equilibrium the capacitor energy is one quadratic degree of freedom, so \(\tfrac12C\langle V_C^2\rangle=\tfrac12kT\). Equating the two expressions for \(\langle V_C^2\rangle\) gives

\[
\frac{S}{4RC}=\frac{kT}{C}\quad\Longrightarrow\quad S=4kTR .
\]

Now remove the capacitor and observe the voltage through a rectangular filter of width \(B\) and unit gain, with an amplifier that draws no current. The mean square is \(\sigma^2=4kTRB\). If \(P\) is the average of \(V^2\) over a time \(\tau\), the temperature estimate is

\[
T_{\rm est}=\frac{P}{4kRB},\qquad P=\frac1\tau\int_0^\tau V(t)^2\,dt .
\]

With \(R\), \(B\) and the gain known, \(T_{\rm est}\) is proportional to \(P\), so both have the same relative uncertainty.

### The scatter of the averaged power

The noise is Gaussian with zero mean. Let \(\rho(u)\) be the correlation coefficient of two voltages separated by a time \(u\). They can be written as

\[
V_1=\sigma x,\qquad V_2=\sigma\left(\rho x+\sqrt{1-\rho^2}\,z\right),
\]

where \(x\) and \(z\) are independent Gaussian numbers of unit variance. Integration by parts with the Gaussian weight gives \(\langle x^4\rangle=3\langle x^2\rangle=3\), and the cross term vanishes because \(\langle z\rangle=0\). Therefore

\[
\langle V_1^2V_2^2\rangle
=\sigma^4\left[3\rho^2+(1-\rho^2)\right]
=\sigma^4(1+2\rho^2).
\]

The term 1 is the product of the two means. The remainder is the covariance of the squared voltages, \(2\sigma^4\rho^2\), and hence

\[
\mathrm{Var}(P)=\frac{1}{\tau^2}\int_0^\tau\!\!\int_0^\tau
2\sigma^4\rho(t-t')^2\,dt\,dt' .
\]

Pairs of times with separation \(u=t-t'\) occupy a length \(\tau-|u|\) in the remaining variable. Since \(\rho\) is even,

\[
\frac{\mathrm{Var}(P)}{\sigma^4}
=\frac{2}{\tau^2}\int_{-\tau}^{\tau}(\tau-|u|)\rho(u)^2\,du
=\frac4\tau\int_0^\tau\left(1-\frac u\tau\right)\rho(u)^2\,du .
\]

When \(\tau\) is much longer than the correlation time, the factor in brackets can be replaced by 1 and the upper limit by infinity. For a rectangular band \(\rho^2\) falls off as \(1/(Bu)^2\), so the neglected terms are smaller than the result by a factor of order \(\ln(B\tau)/(B\tau)\).

To express the integral through the spectrum, let \(W(f)\) be the one-sided density after the filter. Spread over positive and negative frequencies, it becomes \(W(|f|)/2\), whose Fourier transform is \(\sigma^2\rho(u)\). Parseval's theorem then gives

\[
\int_{-\infty}^{\infty}\sigma^4\rho^2\,du
=\int_{-\infty}^{\infty}\frac{W(|f|)^2}{4}\,df
=\frac12\int_0^\infty W^2\,df .
\]

Multiplying by \(2/\tau\) and dividing by \(\sigma^4=(\int_0^\infty W\,df)^2\),

\[
\left(\frac{\sigma_T}{T}\right)^2=\frac{1}{B_s\tau},\qquad
B_s=\frac{\left(\int_0^\infty W\,df\right)^2}{\int_0^\infty W^2\,df}.
\]

For a rectangular band of density \(W_0\), \(B_s=(W_0B)^2/(W_0^2B)=B\), wherever the band lies. Thus, with \(\varepsilon\) the relative uncertainty wanted,

\[
\boxed{\frac{\sigma_T}{T}=\frac1{\sqrt{B\tau}},\qquad
\tau=\frac1{B\varepsilon^2}}
\]

and the case asked about gives

\[
\tau=\frac{1}{(10^6\ \mathrm{s^{-1}})(10^{-3})^2}=1\ \mathrm{s}.
\]

Summing \(\rho^2\) with the weight \(1-u/\tau\) over all separations within a one-second record, without the long-time approximation, gives an uncertainty of 0.09999992 percent. The approximation is therefore harmless here.

### What "1 MHz bandwidth" means

Suppose instead that 1 MHz is the corner frequency \(f_c\) of a single-pole low-pass filter, so that \(W=W_0/[1+(f/f_c)^2]\). The two integrals are

\[
\int_0^\infty W\,df=\frac{\pi}{2}W_0f_c,\qquad
\int_0^\infty W^2\,df=W_0^2f_c\int_0^{\pi/2}\cos^2\theta\,d\theta
=\frac{\pi}{4}W_0^2f_c,
\]

where \(f=f_c\tan\theta\) was used in the second. Their combination is \(B_s=\pi f_c=3.14\) MHz, and the time for 0.1 percent drops to 0.318 s. The gain comes from noise above the corner, which the filter weakens but still passes. The mean power in this case is set by a different width, \(\pi f_c/2\), and that width must replace \(B\) in the formula for \(T_{\rm est}\).

### Can a cleverer analysis be faster?

In a record of length \(\tau\), Fourier components are spaced by \(1/\tau\). A band of width \(B\) holds about \(B\tau\) of them, each with a cosine and a sine amplitude, so there are about \(N=2B\tau\) independent Gaussian numbers. As a numerical test of this count, the covariance matrix of a 50 µs record was diagonalized; it has 100 eigenvalues above half of their plateau value, and \(2B\tau=100\).

Each number \(x\) has a variance \(\theta=aT\) with known \(a\). The derivative of its log-probability with respect to \(T\), called the score, is

\[
s=\frac{\partial}{\partial T}\left(-\frac12\ln\theta-\frac{x^2}{2\theta}\right)
=\frac{1}{2T}\left(\frac{x^2}{\theta}-1\right).
\]

Because \(x^2/\theta\) has mean 1 and variance \(3-1=2\), the score has mean zero and \(\langle s^2\rangle=2/(4T^2)=1/(2T^2)\). For \(N\) independent numbers the scores add to a total \(s_N\) with \(\langle s_N^2\rangle=N/(2T^2)\).

Let \(\hat T\) be any unbiased estimator, \(\langle\hat T\rangle=T\). Differentiating this condition with respect to \(T\) gives \(\langle\hat T s_N\rangle=1\), and since \(\langle s_N\rangle=0\), also \(\langle(\hat T-T)s_N\rangle=1\). The Cauchy–Schwarz inequality then requires

\[
\mathrm{Var}(\hat T)\ \ge\ \frac{1}{\langle s_N^2\rangle}
=\frac{2T^2}{N}=\frac{T^2}{B\tau}.
\]

Averaging the square already reaches this limit for long records. The record also has much weaker components, left out of this count, but even slight broadband noise added after the filter, for example by the recorder, hides all but a number far smaller than \(N\). For a flat band with sharp edges and a long record, no unbiased analysis therefore does appreciably better; to reach the same uncertainty in a shorter time, one needs more bandwidth. A filter with gradual skirts is different: the components beyond the corner still carry information, and weighting each frequency separately uses them better than plain squaring does. With noise of density \(n\) added after the filter, each score is reduced by \(W/(W+n)\), and \(B\) in the bound becomes \(\int_0^\infty[W/(W+n)]^2\,df\). For the single-pole filter and \(n=W_0/100\) this is \(7.7f_c\), against \(\pi f_c\) for plain squaring without added noise.

### A resistor on a chip

Consider a thin-film resistor at 350 K, 50 µm long, 0.5 µm wide and 0.1 µm thick, with a resistivity of 100 µΩ cm, or \(10^{-6}\) Ω m. Its resistance is

\[
R=\frac{(10^{-6})(50\times10^{-6})}
{(0.5\times10^{-6})(0.1\times10^{-6})}\ \Omega=1000\ \Omega .
\]

The noise density is \(\sqrt{4kTR}=4.40\) nV/√Hz. A band from 0.1 to 1.1 MHz therefore contains an rms voltage of \(4.40\ \mathrm{nV/\sqrt{Hz}}\times\sqrt{10^6\ \mathrm{Hz}}=4.40\) µV. One second of averaging gives \(\sigma_T=0.001\times350\ \mathrm K=0.35\) K. If two standard deviations are to fit within 0.1 percent, \(\varepsilon\) is halved and the time becomes 4 s. If 1 K is good enough, \(\tau=(350)^2/10^6\ \mathrm s=0.12\) s.

A synthetic Gaussian voltage with this density, two seconds long, gave readings of 349.75 K and 349.94 K for its two halves, both within one standard deviation of 350 K. Cut into pieces of 0.5 ms, the same record showed a relative scatter of 4.51 percent, against 4.47 percent from the formula. Pieces of 2 ms gave 2.31 against 2.24 percent. Given the limited number of pieces, this is consistent with a scatter that is halved by four times the averaging time.

At fixed \(B\) and \(\tau\), the relative uncertainty does not depend on \(T\) or \(R\). A larger resistor gives a larger signal, but its fluctuations grow in the same proportion. Resistance matters through the amplifier and the wiring.

### When is amplifier noise negligible?

Let the amplifier add independent Gaussian noise with the same flat spectrum in the band and a power \(r\) times that of the resistor. The total power is \((1+r)\sigma^2\), and its standard deviation is \((1+r)\sigma^2/\sqrt{B\tau}\). Subtracting a known mean \(r\sigma^2\) removes the offset but leaves the scatter, so

\[
\frac{\sigma_T}{T}=\frac{1+r}{\sqrt{B\tau}} .
\]

For an amplifier with voltage noise \(e_n=1\) nV/√Hz and current noise \(i_n=10\) fA/√Hz, taken as uncorrelated,

\[
r=\frac{e_n^2+(i_nR)^2}{4kTR}=0.052 .
\]

The averaging time rises by the factor \((1+r)^2\), to 1.11 s. For the scatter this amplifier is nearly negligible. For the mean it is not: without subtraction the thermometer reads 18 K too high. To keep the remaining offset below 0.1 percent of \(T\), the amplifier power must be known to about \(0.001/0.052\), or 2 percent of itself.

The gain may also be unknown. One can then divide the measured power by that of a reference resistor at a known temperature, observed through the same amplifier with the same gain. With amplifier noise absent and equal times \(\tau_1\) on each, the small relative errors of numerator and denominator are independent, and their variances add to \(2/(B\tau_1)\). Reaching 0.1 percent takes 2 s on each resistor, 4 s in all, if they are observed in turn.

### Errors that averaging does not remove

Capacitance across the resistor reduces the noise power by \(1/[1+(f/f_R)^2]\), where \(f_R=1/(2\pi RC)\). With 5 pF, \(f_R=31.8\) MHz. To leading order, the fractional loss averaged from \(f_1\) to \(f_2\) is

\[
\frac{1}{B}\int_{f_1}^{f_2}\frac{f^2}{f_R^2}\,df
=\frac{f_2^3-f_1^3}{3Bf_R^2}=4.4\times10^{-4},
\]

which makes the reading 0.15 K too low. At fixed capacitance this loss grows as \(R^2\), which limits the use of a larger resistor to overcome amplifier voltage noise.

The resistance itself must be known at the temperature of use. If it rises by 0.01 percent per kelvin and was calibrated at 300 K, it is 0.5 percent higher at 350 K. Using the old value makes the reading 1.75 K too high, five times the statistical uncertainty. Measuring \(R\) in place with 10 µA dissipates \(I^2R=0.1\) µW. For straight conduction through 1 µm of oxide with conductivity \(\kappa=1.4\) W/(m K), the thermal resistance is \(d/(\kappa A)=2.9\times10^4\) K/W, with \(d\) the oxide thickness and \(A\) the film area. The heating across the oxide is then about 3 mK, and less if heat also spreads sideways, so this correction costs little.

Two more fundamental effects are smaller still. Exchange of energy with the surroundings makes the film energy fluctuate by \(\langle\delta E^2\rangle=kT^2C_{\rm th}\), as follows from differentiating the canonical mean energy with respect to \(T\). With a heat capacity \(C_{\rm th}=7.5\) pJ/K, the corresponding temperature fluctuation \(T\sqrt{k/C_{\rm th}}\) is 0.5 mK. This fluctuation is fast, so one second of averaging, unlike for the other errors in this section, reduces it much further. Replacing \(kT\) by the Planck energy \(hf/(e^{hf/kT}-1)\) lowers the noise density by at most \(8\times10^{-6}\) percent in this band.

### Comparison with real chips

The film parameters are round values in the rough range of resistive alloy films, and 1 nV/√Hz is a rough value for a good low-noise amplifier. The 5 pF assumes short wiring and must also include the input capacitance of the amplifier, which for a low-noise input can by itself be larger. A lead off the chip can add tens of picofarads; at 50 pF the loss formula gives a hundred times the previous value, about 4 percent, which must be corrected or avoided with a lower band. Switching circuits nearby can break the assumption that all the observed voltage is thermal noise. An interfering signal of 0.14 µV rms in the band carries \((0.14/4.40)^2\approx0.001\) of the noise power and raises the reading by 0.35 K, however long one averages.

The temperature must also be steady. The film's heat capacity times the oxide resistance gives a time of about 0.2 µs. This is only a rough guide to the response, because it leaves out the heat stored in the oxide and its sideways spread, but the response of film and oxide remains far shorter than one second. A one-second reading therefore averages over fast temperature transients and does not show their peaks. It suits steady operation or slow drift; a repeated transient can be followed by adding up the power from the same time window, chosen much longer than \(1/B=1\) µs, in many cycles, until the total observation time in that window reaches one second. The filter spreads some power across the window edges: for a temperature pulse as long as the window, the rectangular band misses about 5 percent of the rise with a 10 µs window and just under 1 percent with a 100 µs window, a bias that averaging does not remove.

The main values used here are listed in the numerical output that follows.

## Values computed for the example and the checks

```
Temperature: 350 K
Film length: 50 um
Film width: 0.5 um
Film thickness: 0.1 um
Film resistivity: 100 uOhm cm
Resistance: 1000 Ohm
Lower band edge: 0.1 MHz
Upper band edge: 1.1 MHz
Bandwidth: 1 MHz
Noise voltage density: 4.3965 nV/sqrt(Hz)
RMS noise voltage in band: 4.3965 uV
Target relative uncertainty: 0.1 percent
Averaging time, one sigma: 1 s
Averaging time, two sigma: 4 s
Uncertainty from lag sum: 0.09999992 percent
Temperature uncertainty: 0.35 K
Averaging time for 1 K: 0.1225 s
Simulated reading, first second: 349.752 K
Simulated reading, next second: 349.943 K
Single-pole statistical bandwidth: 3.1416 MHz
Single-pole averaging time: 0.31831 s
Short record for mode count: 50 us
Independent numbers counted: 100
Independent numbers, 2 B tau: 100
Simulated scatter at 0.5 ms: 4.51 percent
Formula scatter at 0.5 ms: 4.472 percent
Simulated scatter at 2 ms: 2.313 percent
Formula scatter at 2 ms: 2.236 percent
Test amplifier power ratio: 0.5
Simulated scatter with amplifier: 6.74 percent
Formula scatter with amplifier: 6.708 percent
Simulated scatter with reference: 6.239 percent
Formula scatter with reference: 6.325 percent
Total time with reference: 4 s
Amplifier voltage noise: 1 nV/sqrt(Hz)
Amplifier current noise: 10 fA/sqrt(Hz)
Amplifier power ratio: 5.174 percent
Unsubtracted amplifier bias: 18.11 K
Averaging time with amplifier: 1.106 s
Shunt capacitance: 5 pF
Shunt corner frequency: 31.83 MHz
Shunt bias magnitude (reads low): 0.153 K
Resistance coefficient: 0.01 percent/K
Resistance calibration temperature: 300 K
Uncorrected resistance shift: 0.5 percent
Resistance-shift bias: 1.75 K
Resistance read current: 10 uA
Oxide thickness: 1 um
Oxide thermal conductivity: 1.4 W/(m K)
Film-to-substrate resistance: 2.86e+04 K/W
Read-current heating: 2.86 mK
Film heat capacity per volume: 3 J/(cm3 K)
Film heat capacity: 7.5 pJ/K
Film thermal time: 0.214 us
RMS thermodynamic fluctuation: 0.475 mK
Largest quantum reduction: 7.54e-06 percent
```
